# Linear stability of simple density mixing in self-consistent calculations: a program that tests the result

```python
"""Result under test: near a self-consistent density n*, simple mixing
    n_next = n + alpha * (F[n] - n)
multiplies density errors by 1 - alpha*eps, with eps = 1 - chi0 K.
If all eigenvalues of eps are positive, it is locally stable for
0 < alpha < 2/eps_max. A negative eigenvalue makes every alpha > 0 unstable.

F     : density from one Kohn-Sham solution in the potential made from n
chi0  : independent-particle density response at fixed electron number
K     : Hartree kernel plus exchange kernel (exchange-only LDA)
Model : 3D electron gas, uniform in x and y, periodic along z with length L.
Rydberg units: hbar^2/(2m) = 1, e^2 = 2, lengths in bohr, energies in Ry.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit

PI = np.pi


class ElectronGas:
    def __init__(self, length, r_s, max_wave, n_k, kT, modulated=True):
        self.L, self.kT = length, kT
        self.n0 = 3 / (4 * PI * r_s**3)
        self.N = 4 * max_wave + 1
        self.h = length / self.N
        self.z = np.arange(self.N) * self.h
        self.G1 = 2 * PI / length
        G = 2 * PI * np.fft.fftfreq(self.N, self.h)
        self.coulomb = np.zeros(self.N)
        self.coulomb[1:] = 8 * PI / G[1:]**2
        shape = np.ones(self.N)
        if modulated:
            shape += 0.4 * np.cos(self.G1 * self.z)
            shape += 0.2 * np.sin(2 * self.G1 * self.z)
        self.background = self.n0 * shape
        p = np.arange(-max_wave, max_wave + 1)
        self.waves = np.exp(1j * self.G1 * np.outer(self.z, p))
        self.waves /= np.sqrt(length)
        self.G_basis = self.G1 * p
        self.difference = (p[:, None] - p[None, :]) % self.N
        # Time reversal lets the positive half of the k mesh represent all.
        self.k_points = self.G1 * (np.arange(n_k // 2) + 0.5) / n_k

    def potential(self, n):
        hartree = np.fft.ifft(self.coulomb * np.fft.fft(n - self.background))
        return hartree.real - 2 * np.cbrt(3 * n / PI)

    def occupation(self, energy, mu):
        """Electrons per area in a subband, in-plane momenta integrated."""
        return self.kT / (2 * PI) * np.logaddexp(0, (mu - energy) / self.kT)

    def solve(self, n):
        V_G = np.fft.fft(self.potential(n)) / self.N
        V_matrix = V_G[self.difference]
        energies, orbitals = [], []
        for k in self.k_points:
            e, c = np.linalg.eigh(np.diag((k + self.G_basis)**2) + V_matrix)
            energies.append(e)
            orbitals.append(self.waves @ c)
        energies = np.array(energies)
        weight = 1 / len(self.k_points)
        target = self.n0 * self.L

        def excess(mu):
            return weight * self.occupation(energies, mu).sum() - target

        low = energies.min()
        mu = brentq(excess, low - 2, low + 10, xtol=1e-15, rtol=1e-14)
        return energies, orbitals, mu

    def F(self, n):
        energies, orbitals, mu = self.solve(n)
        out = np.zeros(self.N)
        for e, psi in zip(energies, orbitals):
            out += np.abs(psi)**2 @ self.occupation(e, mu)
        return out / len(self.k_points)

    def chi0(self, n):
        """Response matrix on the grid from first-order perturbation theory."""
        energies, orbitals, mu = self.solve(n)
        weight = 1 / len(self.k_points)
        chi = np.zeros((self.N, self.N))
        local, total = np.zeros(self.N), 0.0
        for e, psi in zip(energies, orbitals):
            g = self.occupation(e, mu)
            gap = e[:, None] - e[None, :]
            middle = (e[:, None] + e[None, :]) / 2
            slope = -expit((mu - middle) / self.kT) / (2 * PI)
            near = np.abs(gap) < 1e-5 * self.kT
            ratio = (g[:, None] - g[None, :]) / np.where(near, 1.0, gap)
            D = np.where(near, slope, ratio).ravel()
            pairs = psi.conj()[:, :, None] * psi[:, None, :]
            pairs = pairs.reshape(self.N, -1)
            chi += weight * ((pairs * D) @ pairs.conj().T).real
            dg = -expit((mu - e) / self.kT) / (2 * PI)
            local += weight * (np.abs(psi)**2 @ dg)
            total += weight * dg.sum()
        chi -= np.outer(local, local) / total
        return self.h * (chi + chi.T) / 2

    def kernels(self, n):
        columns = np.fft.fft(np.eye(self.N), axis=0)
        hartree = np.fft.ifft(self.coulomb[:, None] * columns, axis=0).real
        hartree = (hartree + hartree.T) / 2
        exchange = -2 / 3 * np.cbrt(3 / PI) * np.cbrt(n)**(-2)
        return hartree, hartree + np.diag(exchange)

    def dielectric(self, n):
        return np.eye(self.N) - self.chi0(n) @ self.kernels(n)[1]

    def fixed_point(self):
        """Newton iteration, independent of the mixing scheme under test."""
        n = self.background.copy()
        for _ in range(20):
            residual = self.F(n) - n
            if np.max(np.abs(residual)) < 1e-14:
                break
            n = n + np.linalg.solve(self.dielectric(n), residual)
        assert np.max(np.abs(self.F(n) - n)) < 1e-11
        assert n.min() > 0
        return n


def mix(gas, n, alpha):
    return n + alpha * (gas.F(n) - n)


def late_factor(gas, n_star, start_error, alpha, steps):
    """Error growth per step, averaged over the last ten steps."""
    n = n_star + start_error
    sizes = []
    for _ in range(steps):
        n = mix(gas, n, alpha)
        sizes.append(np.linalg.norm(n - n_star))
    return (sizes[-1] / sizes[-11])**0.1


# Main cell: self-consistent state and its dielectric operator
r_s, kT = 2.0, 0.02
gas = ElectronGas(20.0, r_s, 10, 8, kT)
n_star = gas.fixed_point()
chi0 = gas.chi0(n_star)
hartree, K = gas.kernels(n_star)
eps = np.eye(gas.N) - chi0 @ K

# Perturbation theory against finite differences of the complete map
step = 2e-6
jacobian = np.empty((gas.N, gas.N))
for j in range(gas.N):
    d = np.zeros(gas.N)
    d[j] = step
    jacobian[:, j] = (gas.F(n_star + d) - gas.F(n_star - d)) / (2 * step)
eps_fd = np.eye(gas.N) - jacobian
jacobian_error = np.max(np.abs(eps_fd - eps))
assert jacobian_error < 1e-5 * np.max(np.abs(eps))

# Real spectrum through the symmetric form; sign of chi0; RPA lower bound
x_values, x_vectors = np.linalg.eigh(-chi0)
assert x_values.min() > -1e-12
root = (x_vectors * np.sqrt(np.clip(x_values, 0, None))) @ x_vectors.T
symmetric_values = np.linalg.eigvalsh(np.eye(gas.N) + root @ K @ root)
values, vectors = np.linalg.eig(eps)
assert np.max(np.abs(values.imag)) < 1e-6
assert np.allclose(np.sort(values.real), symmetric_values, atol=1e-6)
rpa_values = np.linalg.eigvals(np.eye(gas.N) - chi0 @ hartree).real
assert rpa_values.min() > 1 - 1e-6
eps_min, eps_max = symmetric_values[0], symmetric_values[-1]
assert 0 < eps_min < 1 < eps_max
alpha_limit = 2 / eps_max

# One real mixing step on individual modes
order = np.argsort(values.real)
alpha_mode = 0.1
mode_rows = []
for name, index in (("largest", order[-1]), ("second", order[-2]),
                    ("smallest", order[0])):
    mode = vectors[:, index].real
    mode = mode / np.linalg.norm(mode)
    d = 1e-6 * mode
    after = (mix(gas, n_star + d, alpha_mode)
             - mix(gas, n_star - d, alpha_mode)) / 2e-6
    predicted = 1 - alpha_mode * values[index].real
    measured = after @ mode
    assert np.linalg.norm(after - predicted * mode) < 1e-4
    mode_rows.append((name, values[index].real, predicted, measured))

# Generic small errors on both sides of the limit
rng = np.random.default_rng(4)
noise = rng.normal(size=gas.N)
noise = 1e-6 * (noise - noise.mean())
factor_rows = []
for fraction in (0.98, 1.02):
    measured = late_factor(gas, n_star, noise, fraction * alpha_limit, 120)
    predicted = np.max(np.abs(1 - fraction * alpha_limit * symmetric_values))
    assert abs(measured - predicted) < 5e-3
    assert (measured < 1) == (fraction < 1)
    factor_rows.append((fraction, predicted, measured))

# Full nonlinear runs from the background density
start_residual = np.max(np.abs(gas.F(gas.background) - gas.background))
final_residuals = []
for fraction in (0.9, 1.1):
    n = gas.background.copy()
    for _ in range(200):
        n = mix(gas, n, fraction * alpha_limit)
    final_residuals.append(np.max(np.abs(gas.F(n) - n)))
assert final_residuals[0] < 1e-8
assert final_residuals[1] > 1e-5

# Best constant mixing, found by scanning the finite-difference operator
alpha_best = 2 / (eps_min + eps_max)
best_factor = (eps_max - eps_min) / (eps_max + eps_min)
scan = np.linspace(0.5, 1.5, 401) * alpha_best
radii = [np.max(np.abs(np.linalg.eigvals(np.eye(gas.N) - a * eps_fd)))
         for a in scan]
scan_best = scan[np.argmin(radii)]
assert abs(scan_best / alpha_best - 1) < 0.005
assert abs(min(radii) - best_factor) < 1e-4

# Charge sloshing in longer cells
k_F = np.cbrt(3 * PI**2 * gas.n0)
k_TF2 = 4 * k_F / PI
length_rows = [(20.0, eps_max, 1 + k_TF2 / gas.G1**2)]
for length, waves, n_k in ((40.0, 20, 4), (80.0, 40, 2)):
    longer = ElectronGas(length, r_s, waves, n_k, kT)
    top = np.linalg.eigvals(longer.dielectric(longer.fixed_point())).real.max()
    length_rows.append((length, top, 1 + k_TF2 / longer.G1**2))
length_ratio = (length_rows[2][1] - 1) / (length_rows[1][1] - 1)
assert abs(length_ratio / 4 - 1) < 0.08
uniform = ElectronGas(40.0, r_s, 20, 4, kT, modulated=False)
uniform_top = np.linalg.eigvals(uniform.dielectric(uniform.background)).real.max()
uniform_estimate = 1 + k_TF2 / uniform.G1**2
assert abs(uniform_top / uniform_estimate - 1) < 0.05

# Dilute exchange-only gas: a negative eigenvalue defeats every positive alpha
dilute = ElectronGas(130.0, 100.0, 4, 16, 2e-5, modulated=False)
n_dilute = dilute.background
assert np.max(np.abs(dilute.F(n_dilute) / n_dilute - 1)) < 1e-8
negative = np.linalg.eigvals(dilute.dielectric(n_dilute)).real.min()
assert negative < 0
ripple = 1e-5 * dilute.n0 * np.cos(dilute.G1 * dilute.z)
dilute_rows = []
for alpha in (0.1, 0.01):
    measured = late_factor(dilute, n_dilute, ripple, alpha, 40)
    predicted = 1 - alpha * negative
    assert measured > 1 and abs(measured - predicted) < 1e-4
    dilute_rows.append((alpha, predicted, measured))

print("MAIN CELL")
print(f"r_s = {r_s:.1f} bohr, L = {gas.L:.1f} bohr, kT = {kT:.2f} Ry")
print(f"plane waves = {len(gas.G_basis)}, density grid points = {gas.N}")
print(f"k points in positive half = {len(gas.k_points)}")
print("background / mean = 1 + 0.4 cos(G1 z) + 0.2 sin(2 G1 z)")
print(f"mean density = {gas.n0:.6f} bohr^-3")
print(f"self-consistent density: min {n_star.min():.6f},"
      f" max {n_star.max():.6f} bohr^-3")
print(f"largest difference, eps by two roads = {jacobian_error:.1e}")
print(f"eps_min = {eps_min:.5f}, eps_max = {eps_max:.5f} (dimensionless)")
print(f"RPA eigenvalues: min {rpa_values.min():.5f}, max {rpa_values.max():.5f}")
print(f"stability limit 2/eps_max = {alpha_limit:.5f}")
print(f"ONE STEP, alpha = {alpha_mode:.2f}: eigenvalue, predicted, measured")
for name, value, predicted, measured in mode_rows:
    print(f"{name}: {value:.5f}, {predicted:.6f}, {measured:.6f}")
print("LATE ERROR FACTOR: alpha/limit, predicted, measured")
for row in factor_rows:
    print("{:.2f}, {:.5f}, {:.5f}".format(*row))
print("NONLINEAR RUNS from background density, 200 steps")
print(f"starting max residual = {start_residual:.3e} bohr^-3")
print(f"final at 0.9 of limit = {final_residuals[0]:.1e} bohr^-3")
print(f"final at 1.1 of limit = {final_residuals[1]:.3e} bohr^-3")
print(f"best alpha: formula {alpha_best:.5f}, scan {scan_best:.5f}")
print(f"best factor: formula {best_factor:.5f}, scan {min(radii):.5f}")
print("CELL LENGTH")
print(f"k_F = {k_F:.5f} bohr^-1, k_TF^2 = {k_TF2:.5f} bohr^-2")
print("L (bohr), eps_max, Thomas-Fermi estimate, alpha limit")
for length, top, estimate in length_rows:
    print(f"{length:.0f}, {top:.3f}, {estimate:.3f}, {2 / top:.5f}")
print(f"(eps_max - 1) ratio, 80 to 40 bohr = {length_ratio:.4f}")
print(f"uniform gas, L = 40 bohr: eps_max {uniform_top:.3f},"
      f" estimate {uniform_estimate:.3f}")
print("DILUTE UNIFORM GAS, exchange only")
print(f"r_s = 100 bohr, L = {dilute.L:.0f} bohr, kT = {dilute.kT:.0e} Ry")
print(f"smallest eigenvalue = {negative:.5f}")
print("alpha, predicted growth factor, measured growth factor")
for row in dilute_rows:
    print("{:.2f}, {:.6f}, {:.6f}".format(*row))
print("no test failed")
```

Running it gives:

```
MAIN CELL
r_s = 2.0 bohr, L = 20.0 bohr, kT = 0.02 Ry
plane waves = 21, density grid points = 41
k points in positive half = 4
background / mean = 1 + 0.4 cos(G1 z) + 0.2 sin(2 G1 z)
mean density = 0.029842 bohr^-3
self-consistent density: min 0.016035, max 0.043945 bohr^-3
largest difference, eps by two roads = 6.5e-10
eps_min = 0.96547, eps_max = 13.16506 (dimensionless)
RPA eigenvalues: min 1.00000, max 13.48898
stability limit 2/eps_max = 0.15192
ONE STEP, alpha = 0.10: eigenvalue, predicted, measured
largest: 13.16506, -0.316506, -0.316506
second: 12.35278, -0.235278, -0.235278
smallest: 0.96547, 0.903453, 0.903453
LATE ERROR FACTOR: alpha/limit, predicted, measured
0.98, 0.96000, 0.96000
1.02, 1.04000, 1.03999
NONLINEAR RUNS from background density, 200 steps
starting max residual = 1.066e-02 bohr^-3
final at 0.9 of limit = 6.9e-17 bohr^-3
final at 1.1 of limit = 3.753e-02 bohr^-3
best alpha: formula 0.14154, scan 0.14154
best factor: formula 0.86335, scan 0.86335
CELL LENGTH
k_F = 0.95958 bohr^-1, k_TF^2 = 1.22177 bohr^-2
L (bohr), eps_max, Thomas-Fermi estimate, alpha limit
20, 13.165, 13.379, 0.15192
40, 51.088, 50.517, 0.03915
80, 202.798, 199.067, 0.00986
(eps_max - 1) ratio, 80 to 40 bohr = 4.0289
uniform gas, L = 40 bohr: eps_max 50.056, estimate 50.517
DILUTE UNIFORM GAS, exchange only
r_s = 100 bohr, L = 130 bohr, kT = 2e-05 Ry
smallest eigenvalue = -0.52584
alpha, predicted growth factor, measured growth factor
0.10, 1.052584, 1.052584
0.01, 1.005258, 1.005258
no test failed
```
